Exchange coupling and cotunnelling conductance of a single-level quantum dot

The logarithmic Kondo conductance, its first correction, and the Kondo temperature across a Coulomb valley

1. Definitions and conventions

A quantum dot has one orbital level of energy ε, measured from the Fermi level, and a charging energy U. It is coupled to leads α = L, R by real amplitudes t_α:

H = Σ ε_k c†_αkσ c_αkσ + ε(n↑ + n↓) + U n↑n↓ + H_T,
H_T = Σ t_α (c†_αkσ d_σ + d†_σ c_αkσ).

Both leads have the same constant density of states ν per spin, and a band much wider than U. The widths are Γ_α = 2πν t_α² and Γ = Γ_L + Γ_R = 2πν t², with t² = t_L² + t_R². This Γ is the full width at half maximum of the level at U = 0. The half width is Δ = Γ/2. The width stands in an exponent below, so confusing the two squares the exponential or takes its square root.

Energies are in meV, k_B = 1 in formulas, and G is the linear conductance at zero magnetic field. The Coulomb valley is −U < ε < 0. Removing the dot electron costs |ε| and adding a second one costs ε + U. We assume Γ and T small against both. The Pauli matrices are τ, the dot spin is S = ½ d†τd, and s = τ/2 acts on the spin index of a lead electron.

The combination ψ_kσ = (t_L c_Lkσ + t_R c_Rkσ)/t and its orthogonal partner (t_R c_L − t_L c_R)/t form a rotation of two identical bands, so the lead Hamiltonian keeps its form, and H_T = t Σ(ψ†d + d†ψ). Only ψ scatters. An amplitude M_ψ in this channel appears in the transfer L → R as (t_L t_R/t²) M_ψ, the coefficient of c†_R c_L in ψ†ψ.

2. The exchange and potential couplings

With P the projector on n = 1, second-order perturbation theory gives H_eff = P H_T (E − H_0)⁻¹ H_T P. For lead electrons near the Fermi level there are two orderings.

If the lead electron enters first, the denominator is −(ε+U). A pair of fermion operators commutes past a single foreign one, so

ψ†_k'σ' d_σ' d†_σ ψ_kσ = ψ†_k'σ' ψ_kσ (δ_σσ' − d†_σ d_σ').

If the dot electron leaves first, the denominator is −|ε|, and

d†_σ ψ_kσ ψ†_k'σ' d_σ' = (δ_kk' δ_σσ' − ψ†_k'σ' ψ_kσ) d†_σ d_σ'.

The δ_kk' term only shifts the level and scatters nothing. On n = 1 one has d†_σ d_σ' = ½δ_σσ' + S·τ_σ'σ (for σ = ↑, σ' = ↓ the right side is S^x + iS^y = S⁺, as it must be). The coefficient of ψ†_k'σ' ψ_kσ is therefore

−[t²/(ε+U)](½ − S·τ) + [t²/|ε|](½ + S·τ) = J X + W, X = S·s,

J = 2t²[1/|ε| + 1/(ε+U)], W = (t²/2)[1/|ε| − 1/(ε+U)].

This is the Schrieffer–Wolff result. J is positive throughout the valley, that is antiferromagnetic, and W vanishes at ε = −U/2. Using νt² = Γ/2π and |ε| + (ε+U) = U,

g ≡ νJ = ΓU/[π|ε|(ε+U)], w ≡ νW = (Γ/4π)[1/|ε| − 1/(ε+U)].

Since X = ¼ in the triplet and −¾ in the singlet, a dot coupled to a single lead orbital has a singlet–triplet splitting J. Exact diagonalization with U = 2 meV, ε = −0.3U, t = 0.01 meV gives 4.75878×10⁻⁴ meV against J = 4.76190×10⁻⁴ meV, the difference being of relative order t²/ε².

3. Cotunnelling conductance

At zero field the dot spin states are degenerate and equally likely, so the scattering is elastic. The forward rate carries f_L(1−f_R), the backward rate f_R(1−f_L), their difference is f_L − f_R, and its integral over energy is eV. The golden rule then gives

G = e²(2π/ħ)ν² ⟨Σ|M|²⟩ = (e²/h) 4π²ν² · ½ Tr M², M = (t_L t_R/t²)(JX + W).

The trace runs over the four states of electron spin and dot spin, and the ½ averages the initial dot spin. For any spin ½, S^a S^b = δ_ab/4 + (i/2)ε_abc S^c. The products δ_ab ε_abc vanish and ε_abc ε_abd = 2δ_cd, so

Σ S^a S^b s^a s^b = 3/16 + (i/2)²·2X = 3/16 − X/2,
Σ S^a S^b s^b s^a = 3/16 + X/2.

The first line is X². As Tr X = 0, Tr(JX+W)² = 4(3J²/16 + W²). With t_L²t_R²/t⁴ = Γ_LΓ_R/Γ²,

G = G_0 π²[3g²/16 + w²], G_0 = (2e²/h)·4Γ_LΓ_R/Γ².

The prefactor is 2e²/h only for Γ_L = Γ_R. The normalization can be checked at U = 0, where 1/(ε+U) = −1/|ε|, so g = 0, w = Γ/(2π|ε|) and G = G_0(Γ/2ε)², the tail of the resonant-level result G_0(Γ/2)²/[ε² + (Γ/2)²]. For U = 2 meV, ε = −0.3U, Γ_L = 0.2 and Γ_R = 0.1 meV, the formula gives 0.8889·π²·(3·0.22736²/16 + 0.02274²) = 0.08957 in units of 2e²/h. Building the second-order amplitudes numerically in the Fock space of the dot and one orbital per lead gives the same 0.08957.

4. Poor man's scaling at one loop

The exchange model holds for lead energies |ε_k| < D, with D of the order of the charge energies. Lower D by δD and absorb the removed states into the couplings. Each edge holds νδD states per spin, and an intermediate state using one of them has denominator −D.

Particle process: the electron k goes to an empty state q at the upper edge, and q then goes to k'. The operators are ψ†_k' ψ_q ψ†_q ψ_k = ψ†_k' ψ_k, and the spin matrices multiply in the same order as the dot operators:

δH_p = −J²(νδD/D)(3/16 − X/2).

Hole process: a filled state q at the lower edge goes to k' first (vertex b), and k then fills the hole (vertex a). Now ψ†_q ψ_k ψ†_k' ψ_q = ψ_k ψ†_k' = −ψ†_k' ψ_k + const. The dot operators stand in time order, S^a S^b, but the electron line reads s^b_σ'ρ s^a_ρσ, the reverse order:

δH_h = +J²(νδD/D)(3/16 + X/2).

The constants cancel and the spin parts add: δJ = νJ² δD/D. With l = ln(D_0/D),

dg/dl = g².

The W² and JW terms have the same matrix in both orderings and cancel like the 3/16, so W does not flow at this order. The logarithm exists only because spin components do not commute. Beyond this order W changes the local density of states: from G_loc = −iπν/(1 + iπw) it becomes ν/(1 + π²w²), which shifts 1/g by π²w²/g, a quantity of order Γ over the charge energies. It is not the net correction of that order: for the parameters of section 8 it is 0.066 at ε/U = −0.2, while the logarithm of the ratio T_χ/T_K (section 7) moves by less than 0.01 between mid-valley and that point.

Temperature ends the flow. For an electron of energy E and an intermediate level ε', the particle term has weight (1−f)/(E−ε') on −X/2, and the hole term has weight −f/(ε'−E) on +X/2. Their sum is (X/2)(1−2f)/(ε'−E), with 1 − 2f = tanh(ε'/2T). At E = 0 the integrand is even, so

δg = g² ∫_0^D tanh(x/2T) dx/x.

For x ≫ T the tanh is 1, so the integral is ln(D/T) plus a constant. Quadrature gives 4.730803 at D/T = 100 and 9.335973 at D/T = 10⁴, equal in all digits to ln(2e^γ D/πT) with 2e^γ/π = 1.1339. Temperature acts as a lower cutoff up to a factor of order one. Averaging over thermal E with weight −∂f/∂E changes that factor only, from 1.13 to 0.77.

Integrating d(−1/g)/dl = 1 from D_0 down to T,

1/g(T) = 1/g_0 − ln(D_0/T) = ln(T/T_K), T_K = D_0 exp(−1/g_0).

At D ≈ T no large logarithm is left, so the golden rule of section 3 may be used with g(T). With L = ln(T/T_K),

G ≈ G_0[3π²/(16L²) + π²w²], 3π²/16 = 1.85055.

The bare coupling has dropped out, and the spin part depends on T/T_K alone. For J < 0 the same equation sends g to zero, so the sign traced in section 2 decides the physics. The divergence at T_K is a failure of the expansion: a channel cannot transmit more than G_0, and the formula passes G_0 at L = √1.85055, T = 3.898 T_K. It is usable only well above that.

Inserting g_0, with |ε| = −ε,

exp(−1/g_0) = exp[πε(ε+U)/(ΓU)],

which is Haldane's exponent.

5. The two-loop term

A term c g³ in the flow changes ln T_K by an amount proportional to ln g, which is not a constant, so the prefactor needs it. Its coefficient follows from the anisotropic model Σ J_a S^a s^a.

Repeating section 4, the sum of the two processes is Σ J_a J_b S^a S^b [s^b, s^a]. With [s^b, s^a] = −iε_abd s^d the S^x s^x part is (i/2)(−i)·2J_yJ_z, so dg_x/dl = g_y g_z.

Symmetry restricts the cubic terms. A π rotation of the dot spin alone reverses two couplings, and the flow must respect this. A monomial g_x^i g_y^j g_z^k in dg_x/dl must be odd under reversal of (x,y) and of (x,z), so i+j and i+k are odd. For i+j+k = 3 this leaves g_x³, g_x g_y² and g_x g_z². A π/2 rotation of all spins about x exchanges y and z and equates the last two coefficients. If only g_x is present, S^x is conserved and each electron sees a static potential V. Its T-matrix V/(1 + iπνV) gives a phase shift with |tan δ| = πν|V|, free of D, so nothing flows and g_x³ is absent. Hence

dg_x/dl = g_y g_z − a g_x(g_y² + g_z²).

To fix a, take g_z finite and g_x = g_y = g_⊥ infinitesimal, so d ln g_⊥/dl = g_z − a g_z². In a system with level spacing Λ_s, let the matrix element of the spin-flip operator between the lowest states scale as (Λ_s/D)^x. Measured against Λ_s it grows as exp[(1−x)l], so x = 1 − g_z + a g_z², and x = 1 for free electrons because each of the two fermion operators contributes Λ_s^½.

A flip changes the potential of each spin species between +J_z/4 and −J_z/4, a step ΔV with ν|ΔV| = g_z/2. The old and new ground states overlap imperfectly. In second order, with particle energy p and hole energy h,

|⟨0|0'⟩|² = 1 − (νΔV)² ∫dp ∫dh/(p+h)² = 1 − (g_z/2)² ln(D/Λ_s),

because the h integral gives 1/p for p ≪ D. The amplitude per species is 1 − g_z² l/8, for both 1 − g_z² l/4, and successive logarithmic intervals multiply to exp(−g_z² l/4). This contributes ¼ to a.

It remains to see that the transferred electrons add nothing further at order g_z². Both known cases fit one rule, an exponent q²/2 per species for a displaced charge q. A free added electron has q = 1. The potential step has q = 2δ/π ≈ g_z/2 by the Friedel sum rule, with tan δ = πg_z/4, giving g_z²/8. In the flip S⁻ψ†↑ψ↓ the up electrons pass from repulsion to attraction, the new ground state wants 2δ/π more charge at the dot, and the added electron supplies 1. The down species is the mirror image. If the charges add,

x = (1 − 2δ/π)² = 1 − g_z + g_z²/4 + O(g_z³).

The additivity is an argument by interpolation, and it was tested exactly. For a half-filled chain with an end-site potential the matrix element is a Slater determinant, and its decay with chain length, extrapolated in inverse length, gives x. For g_z = ±0.3 the result is 0.72707 and 1.31633, for g_z = ±0.6 it is 0.51789 and 1.63930, all four equal to (1 ∓ 2δ/π)² in five decimals. The odd and even parts give linear and quadratic coefficients 0.982 and 0.241 at 0.3, and 0.935 and 0.218 at 0.6, approaching 1 and ¼ as the arctangent straightens. This confirms the one-loop coefficient as well. So a = ¼, and at the isotropic point

dg/dl = g² − g³/2.

6. Integration and the first correction

Partial fractions give 1/[g²(1−g/2)] = 1/g² + 1/(2g) + (1/4)/(1−g/2), whose integral is −Φ(g), with

Φ(g) = 1/g − ½ ln[g/(1 − g/2)], dΦ/dl = −1.

Defining T_K by Φ(g(T)) = ln(T/T_K) gives, at the upper cutoff,

T_K = D √g_0 exp(−1/g_0)[1 + O(g_0)].

Numerical integration from g_0 = 0.19099 over l = 2 gives 0.30902 at one loop, which is 1/(5.2360 − 2), and 0.28823 at two loops, where Φ falls by exactly 2. The zero of the flow at g = 2 lies outside the expansion and means nothing.

At temperature T, 1/g = L + ½ ln g + O(g). Inserting g ≈ 1/L on the right gives 1/g = L − ½ ln L, so g² = L⁻²[1 − ln L/(2L)]⁻² and

G = G_0 (3π²/16L²)[1 + ln L/L + O(1/L)] + G_0π²w².

The correction is positive although the cubic term slows the flow. At fixed T_K, a slower flow must start from a larger g to reach Φ = 0, where g is of order one, at the same scale. The ln L/L term is fixed. The 1/L term is not determined here: replacing T_K by cT_K changes G by the relative amount 2 ln c/L, and the thermal factor of section 4 and the non-logarithmic g³ terms of G enter at the same order. For L of 3 or 4, ln L is barely above 1, so the undetermined 1/L term can outweigh the ln L/L term, and the formula is only a rough estimate there (section 8).

7. The prefactor

Scaling gives only the size of D. Particle–hole symmetry, ε → −ε−U, requires D to be symmetric in |ε| and ε+U. If D = c√(|ε|(ε+U)), the factor |ε|(ε+U) cancels against the one in g_0 and D√g_0 = c√(ΓU/π). The choice c = √π/2 gives Haldane's form,

T_K ≈ ½√(ΓU) exp[πε(ε+U)/(ΓU)].

Neither the geometric mean nor the ½ is derived above, and a number like ½ has meaning only with a definition. Take T_χ = 1/(4χ), where χ = ⟨S^z⟩/B at T = 0 for a weak term −BS^z on the dot. T_χ was computed for the Anderson model itself by Wilson's numerical renormalization group with discretization parameter Λ = 5. At U = ε = 0 the levels shift by ∓B/2 in a density of states 2/(πΓ), so ⟨S^z⟩ = B/(πΓ) and T_χ = πΓ/4. The computation returns 1.0007 times this. With interaction the error is larger: the values of T_χ quoted below lie 0.2 to 0.5 percent under the Bethe-ansatz solution of the wide-band model (which gives ratios 1.169, 1.125 and 1.082 for the three mid-valley cases that follow, and 729 mK in place of 725.8 mK at ε/U = −0.1 in section 8), so their last digit is not converged.

At mid-valley T_χ/T_K is 1.166, 1.122 and 1.079 for U/Γ = 5, 6.67 and 10, while T_K at fixed U changes by a factor 71.78 between the ends. Lowering Γ/U from 0.2 to 0.1 changes the logarithm of the ratio by −0.078. An equal step to Γ/U = 0 removes the remaining ln 1.079 = 0.076. The middle point, Γ/U = 0.15, has ln 1.122 = 0.115, halfway between ln 1.166 = 0.154 and 0.076, so the three points lie on a line. Extrapolated, the ratio tends to 1 with a correction linear in Γ/U, which supports the ½ for this definition numerically but does not derive it. Had the T_K in the denominator of the ratio carried a prefactor proportional to U, without √g, the step would have contained a further −½ ln 2. Other definitions of T_K, such as the temperature of half the unitary conductance, can differ from T_χ by a constant factor only deep in the Kondo regime; near the valley edges the conductance at T = 0 no longer reaches G_0.

With η = ε + U/2 one has ε(ε+U) = η² − U²/4, so

ln T_K(η) = ln T_K(0) + πη²/(ΓU),

a parabola with its minimum at mid-valley. For U → ∞ the exponent tends to −π|ε|/Γ, while the prefactor grows as √U. That growth holds only as long as the band is wider than U; once U exceeds the band width the assumption of section 1 fails and the prefactor no longer applies.

8. Worked example

The chosen inputs, roughly those of a small semiconductor dot, are U = 2 meV and Γ = 0.3 meV, with k_B = 0.086173 meV/K and 2e²/h = 77.481 μS. The numbers below are those of the single-level model. They carry over to a real dot only if its other orbital levels lie far away compared with Γ and T; when the level spacing is smaller than U, as is common, those levels add cotunnelling and change the cutoff D and with it the prefactor. The prefactor is ½√(0.6) = 0.38730 meV, or 4.4944 K.

At mid-valley 1/g = πU/(4Γ) = 5.2360, g = 0.1910, D = 0.886 meV, and T_K = 0.38730 meV × exp(−5.2360) = 2.061 μeV = 23.9 mK. Across the valley (the other half is the mirror image):

ε/U = −0.5: 1/g = 5.2360, T_K = 23.9 mK, T_χ = 26.8 mK
ε/U = −0.4: 1/g = 5.0265, T_K = 29.5 mK
ε/U = −0.3: 1/g = 4.3982, T_K = 55.3 mK, T_χ = 61.9 mK
ε/U = −0.2: 1/g = 3.3510, T_K = 157.5 mK, T_χ = 175.6 mK
ε/U = −0.1: 1/g = 1.8850, T_K = 682.4 mK, T_χ = 725.8 mK

The ratio T_χ/T_K is 1.122, 1.120 and 1.115 at −0.5, −0.3 and −0.2. Over this range the geometric-mean D falls from 0.886 to 0.709 meV. A constant D in the formula for T_K would have lowered the ratio by 20 percent (0.709/0.886 = 0.80), and one proportional to |ε|, which falls from 1.00 to 0.40 meV, would have doubled it (0.80/0.40). The data thus favour the geometric mean over these two alternatives, and although Γ/|ε| = 0.75 at −0.2, the ratio there differs from its mid-valley value by less than 1 percent. The ratio is still 1.064 at ε/U = −0.1, where |ε|/Γ = 0.67 and g = 0.53. The expansion in Γ/|ε| has no basis there, and the mean charge has fallen to about 0.67. The derivation does not explain why the formula holds this far out. The ratio has begun a steady decline: the Bethe-ansatz solution of the wide-band model gives 1.11, 1.07, 0.96 and 0.76 at ε/U = −0.15, −0.1, −0.05 and 0. At −0.1, T_χ is only about a factor 5 below Γ, which leaves no long logarithmic range.

The valley floor is flat: T_K doubles at η = √(ΓU ln 2/π) = 0.3638 meV = 0.1819 U. The sensitivity to Γ is strong, since d ln T_K/d ln Γ = ½ + 1/g. Raising Γ from 0.30 to 0.33 meV multiplies T_K by √1.1 · exp[5.2360(1 − 1/1.1)] = 1.688, to 40.4 mK. An estimate of T_K is no better than the knowledge of Γ allows.

For the conductance at mid-valley and 1 K, k_BT = 86.17 μeV is small against |ε| = 1 meV, so thermally activated sequential tunnelling, suppressed as exp(−|ε|/T), is negligible. T/T_K = 41.81 and L = 3.7332, so

G = 1.85055/3.7332² = 0.1328 (2e²/h) = 10.29 μS

for symmetric barriers, and 0.8889 × 0.1328 = 0.1180 for Γ_L = 0.2, Γ_R = 0.1 meV. The digits here and below serve only to follow the arithmetic; because the 1/L term is undetermined, these conductances are not predictions, and some are off in the first figure. The bare cotunnelling value, with g taken at the Fermi level, is 1.85055 × 0.19099² = 0.0675, about half. Solving Φ(g) = L gives g = 0.3095 in place of 1/L = 0.2679, and G = 1.85055 × 0.3095² = 0.1773. The increase, 0.1773/0.1328 = 1.335, is close to 1 + ln L/L = 1.353. Using T_χ for T_K would add a relative 2 ln 1.122/3.7332, about 6 percent. This shows how a redefinition of T_K enters at order 1/L; it does not measure the size or the sign of the full 1/L term.

At 0.5 K, T/T_K = 20.91, L = 3.0400, and G = 0.2002 (15.51 μS) at leading order and 0.2623 at two loops, a factor 1.310 against 1 + ln L/L = 1.366. In the formulas halving T raises G by about half, which overstates the rise. The conductance of the Anderson model itself at these parameters is about 0.107 at 1 K and 0.136 at 0.5 K, a rise of about a quarter. The leading values lie above these and the two-loop values further above, so at L of 3 or 4 the terms beyond ln L/L are negative and outweigh it. The rise on cooling inside a blockade valley still marks the spin exchange. The W term has no logarithm, and its weak T dependence, from the electron energy in the denominators, goes the other way: thermally averaged at mid-valley, leaving out the poles at the charge thresholds that belong to sequential tunnelling, it falls from about 0.0007 at 1 K to 0.00015 at 0.5 K.

The leading formula fed with Haldane's T_K mixes orders: that T_K contains the two-loop factor √g, and the relation g = 1/L does not. This is why it lies below the two-loop value. It does not make the two-loop value the more accurate one at these L; the ln L/L term dominates the corrections only when ln L is large.

Away from the middle, at 1 K and in units of G_0, the logarithmic term and π²w² are 0.1490 and 0.0010 at ε/U = −0.4, and 0.2207 and 0.0051 at −0.3. These w are taken at the Fermi level; averaging the energy-dependent W over thermal electrons at 1 K raises the potential terms to about 0.002 and 0.009. Either way W may be dropped against the logarithmic term. That term again overshoots: the conductance of the model at −0.3 and 1 K is about 0.16. At −0.2, L = 1.848 and the logarithmic term is 0.5418, too near the unitarity crossing to be trusted. At −0.1, L = 0.382 and the formula returns 12.67, far above the bound of 1, because the condition T ≫ T_K has been lost.

Computed results

```
inputs: U = 2.0 meV, Gamma = 0.3 meV, U/Gamma = 6.6667
kB = 0.086173 meV/K, 2e^2/h = 77.481 microS
eps=-0.3U, GL=0.2, GR=0.1 meV: asym = 0.8889, g = 0.22736, nuW = 0.02274
  cotunnelling G: golden rule 0.08957, formula 0.08957 (2e^2/h)
  t=0.01 meV: exact E_T-E_S = 4.75878e-04 meV, J = 4.76190e-04 meV
D/T = 100: quadrature 4.730803, ln(2e^gamma D/(pi T)) 4.730803
D/T = 10000: quadrature 9.335973, ln(2e^gamma D/(pi T)) 9.335973
2 e^gamma/pi = 1.1339
flow from g0 = 0.19099 over l = 2.0: one loop 0.30902, two loop 0.28823
g_z=+-0.3: x = 0.72707, 1.31633; (1-+2d/pi)^2 = 0.72707, 1.31633; linear coef 0.982, square coef 0.241
g_z=+-0.6: x = 0.51789, 1.63930; (1-+2d/pi)^2 = 0.51789, 1.63930; linear coef 0.935, square coef 0.218
NRG Lambda = 5.0, U=0: T_chi/(pi Gamma/4) = 1.0007
mid-valley T_chi/T_K: U/Gamma=5 1.166, 6.67 1.122, 10 1.079
T_K(U/Gamma=5)/T_K(10) at fixed U = 71.78, ln(ratio10/ratio5) = -0.078
3 pi^2/16 = 1.85055; formula reaches 1 at T/T_K = 3.898
prefactor sqrt(Gamma U)/2 = 0.38730 meV = 4.4944 K
eps/U=-0.5: eps=-1.00 meV, |eps|/Gamma=3.33, g=0.1910, 1/g=5.2360, D=0.886 meV
   T_K = 2.061 microeV = 23.9 mK, NRG 26.8 mK (ratio 1.122)
   1 K: L = 3.733, log term 0.1328, W term 0.0000 (G_0)
eps/U=-0.4: eps=-0.80 meV, |eps|/Gamma=2.67, g=0.1989, 1/g=5.0265, D=0.868 meV
   T_K = 2.541 microeV = 29.5 mK
   1 K: L = 3.524, log term 0.1490, W term 0.0010 (G_0)
eps/U=-0.3: eps=-0.60 meV, |eps|/Gamma=2.00, g=0.2274, 1/g=4.3982, D=0.812 meV
   T_K = 4.763 microeV = 55.3 mK, NRG 61.9 mK (ratio 1.120)
   1 K: L = 2.895, log term 0.2207, W term 0.0051 (G_0)
eps/U=-0.2: eps=-0.40 meV, |eps|/Gamma=1.33, g=0.2984, 1/g=3.3510, D=0.709 meV
   T_K = 13.574 microeV = 157.5 mK, NRG 175.6 mK (ratio 1.115)
   1 K: L = 1.848, log term 0.5418, W term 0.0198 (G_0)
eps/U=-0.1: eps=-0.20 meV, |eps|/Gamma=0.67, g=0.5305, 1/g=1.8850, D=0.532 meV
   T_K = 58.806 microeV = 682.4 mK, NRG 725.8 mK (ratio 1.064)
   1 K: L = 0.382, log term 12.6736, W term 0.1111 (G_0)
mid-valley bare cotunnelling G = 0.0675 (2e^2/h)
T=0.5 K: kT=43.09 microeV, T/T_K=20.91, L=3.0400, 1/L=0.3289, two-loop g=0.3765, lnL/L=0.366
   G log = 0.2002 (2e^2/h) = 15.51 microS; two-loop 0.2623; with asym 0.1780 (2e^2/h)
T=1.0 K: kT=86.17 microeV, T/T_K=41.81, L=3.7332, 1/L=0.2679, two-loop g=0.3095, lnL/L=0.353
   G log = 0.1328 (2e^2/h) = 10.29 microS; two-loop 0.1773; with asym 0.1180 (2e^2/h)
Gamma 0.30 -> 0.33 meV: mid T_K = 40.4 mK, factor 1.688
detuning that doubles T_K = 0.3638 meV = 0.1819 U
```
